\section*{The unified method for the ground-state energy of a heliumlike ion, part 2}

The problem is the $1s^2$ energy of a heliumlike ion, here Zn$^{28+}$ ($Z=30$), by Drake's unified method. Hartree atomic units are used, with a point nucleus of infinite mass and the rest energy $2mc^2$ removed. With $\lambda=1/Z$ and $x=Z\alpha$, lengths are in $1/Z$ and energies in $Z^2$. The grid, even in $x$, is $E=Z^2\sum_{i,j\ge0}\varepsilon_{ij}\lambda^ix^{2j}$. Its summed columns and rows are
\begin{equation}
e=\sum_i\varepsilon_{i0}\lambda^i,\quad b=\sum_i\varepsilon_{i1}\lambda^i,\quad d=\sum_j\varepsilon_{0j}x^{2j},\quad s=\sum_j\varepsilon_{1j}x^{2j}.
\end{equation}
Subtracting one copy of each doubly counted cell gives
\begin{equation}\label{EU}
E_U=Z^2\big[e+x^2b+d+\lambda s-(\varepsilon_{00}+\varepsilon_{10}\lambda)-x^2(\varepsilon_{01}+\varepsilon_{11}\lambda)\big].
\end{equation}
Cells with $i,j\ge2$ are missing, the first being $\varepsilon_{22}x^4$ hartree.

The energies quoted at the start are $Z^2e=-881.407377$, $Z^2x^2b=-10.122837$, $Z^2d=-911.049813$ and $Zs=+19.455991$ hartree.

The Dirac operator is $h_D=\boldsymbol\alpha\cdot\mathbf p/x+(\beta-1)/x^2-1/r$, with one-electron energy $\epsilon$. With $\gamma=\sqrt{1-x^2}$, the rows are $d=-2/(1+\gamma)$ and $s=F_0+\tfrac23x^2G_1$, where $F_0=R_0$, $G_1=R_1$ and
\begin{equation}
R_k=\iint\rho\rho\,\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2 .
\end{equation}
Here $\rho\propto r^{2\gamma}e^{-2r}$, $\int\rho\,dr=1$ and $n=\rho/4\pi r^2$. The transition density between spin labels $\chi,\chi'$ is $n\,\chi'^\dagger\chi$. The rows give $\varepsilon_{00}=-1$, $\varepsilon_{01}=-1/4$, $\varepsilon_{10}=5/8$ and $\varepsilon_{11}=1-\tfrac34\ln2=0.4801396$, whose Coulomb part is $\varepsilon_{11}^C=\frac34-\frac34\ln2=0.2301396$.

Photon exchange is $\lambda[1/u-\alpha_{1i}M_{ij}\alpha_{2j}]$, with $\mathbf u=\mathbf r_1-\mathbf r_2$, $u=|\mathbf u|$ and
\begin{equation}\label{M}
M_{ij}=\frac{\delta_{ij}}u-\frac12\partial_i\partial_ju=\frac{\delta_{ij}+\hat u_i\hat u_j}{2u},\qquad\partial_iM_{ij}=0 .
\end{equation}
In the singlet $\langle\sigma_{1k}\sigma_{2l}\rangle=-\delta_{kl}$.

Column 0 is the lowest eigenvalue $e$ of $\frac12(p_1^2+p_2^2)+V$, $V=-1/r_1-1/r_2+\lambda/u$, with real symmetric $\psi(r_1,r_2,u)$. The Pekeris basis has polynomial degree up to $\Omega$; $\Omega=12$ gives 252 functions. Subscripts on $\psi$ denote derivatives: $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\hat{\mathbf u}$, $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}$. Also $c_1=\hat{\mathbf r}_1\cdot\hat{\mathbf u}$, $c_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}$ and $\mu=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$.

\subsection{Column 1: the Breit--Pauli correction}

For one electron in a potential $V$, the lower Dirac equation gives the small component $x^{-1}(2/x^2+\epsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$. Inserted in the upper equation and expanded to order $x^2$, it yields $(p^2/2+V-\epsilon)\phi=\frac{x^2}4\boldsymbol\sigma\cdot\mathbf p(\epsilon-V)\boldsymbol\sigma\cdot\mathbf p\,\phi$. Projection on the Schr\"odinger state gives $\delta\epsilon=-\frac{x^2}4\langle\boldsymbol\sigma\cdot\mathbf p(\epsilon-V)\boldsymbol\sigma\cdot\mathbf p\rangle$. The product of Pauli matrices splits this into $\mathbf p\cdot(\epsilon-V)\mathbf p$ and a spin--orbit term linear in $\boldsymbol\sigma$. Differentiating the products shows $\mathbf p\cdot V\mathbf p=\frac12\{p^2,V\}+\frac12\nabla^2V$, and $(\epsilon-V)\psi=p^2\psi/2$, so
\begin{equation}
\delta\epsilon=x^2\Big[-\tfrac18\langle p^4\rangle+\tfrac18\langle\nabla^2V\rangle\Big]+\text{spin--orbit},\qquad\langle p^4\rangle=\int(\nabla^2\psi)^2 .
\end{equation}
With two electrons, order $x^2$ involves one small component at a time. For electron 1, $\epsilon$ becomes $e-p_2^2/2$, and $(e-p_2^2/2-V)\psi=p_1^2\psi/2$ gives the same form, with $\nabla_1^2V=4\pi\delta(\mathbf r_1)-4\pi\lambda\delta(\mathbf u)$. The two Darwin terms add to $\pi\langle\delta(\mathbf r_1)\rangle-\lambda\pi\langle\delta(\mathbf u)\rangle$, by exchange symmetry. Terms linear in one spin vanish in the singlet.

The transverse term needs the current to order $x$. With the small component $\frac x2\boldsymbol\sigma\cdot\mathbf p\,\phi$ and $\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikl}\sigma_l$,
\begin{equation}
\mathbf j=\tfrac x2\big[\phi'^\dagger\mathbf p\phi+(\mathbf p\phi')^\dagger\phi\big]+\tfrac x2\nabla\times(\phi'^\dagger\boldsymbol\sigma\phi).
\end{equation}
Since $p_iM_{ij}=M_{ij}p_i$ by \eqref{M}, the product of the convective parts is $-\lambda x^2p_{1i}M_{ij}p_{2j}$, with expectation value $\lambda x^2O$, $O=-\int\partial_{1i}\psi\,M_{ij}\,\partial_{2j}\psi$. It needs $\hat{\mathbf u}\cdot\nabla_1\psi=c_1\psi_1+\psi_u$, $\hat{\mathbf u}\cdot\nabla_2\psi=-(c_2\psi_2+\psi_u)$ and $\nabla_1\psi\cdot\nabla_2\psi=\mu\psi_1\psi_2-\psi_u(c_1\psi_1+c_2\psi_2)-\psi_u^2$. The mixed products are linear in one spin and vanish. The curls are divergence-free, so $M_{ij}\to\delta_{ij}/u$; moving both curls onto $1/u$ gives two minus signs, and $\partial_2=-\partial_1$ a third:
\begin{align}
-\tfrac{\lambda x^2}4\epsilon_{ikl}\epsilon_{imn}\sigma_{1l}\sigma_{2n}\partial_{1k}\partial_{2m}\tfrac1u
&=\tfrac{\lambda x^2}4\big[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\nabla^2-\sigma_{1m}\sigma_{2k}\partial_k\partial_m\big]\tfrac1u\nonumber\\
&\to\tfrac{\lambda x^2}4(-3+1)(-4\pi\delta(\mathbf u))=2\pi\lambda x^2\delta(\mathbf u).
\end{align}
With the Darwin term $-\pi$, the contact coefficient is $+\pi$:
\begin{equation}\label{b}
b=-\tfrac18\langle p_1^4+p_2^4\rangle+\pi\langle\delta(\mathbf r_1)\rangle+\lambda\pi\langle\delta(\mathbf u)\rangle+\lambda O .
\end{equation}
The frequency dependence of the transverse photon, dropped here, is of higher order in $\alpha$. At $\lambda=0$, $\nabla_1^2\psi=(1-2/r_1)\psi$ gives $\langle p_1^4\rangle=1-4+8=5$, and $\langle\delta(\mathbf r_1)\rangle=1/\pi$, so $b=-\frac{10}8+1=-\frac14$, as in row 0.

An expectation value of an operator $Q$ has the error $2\langle\delta\psi|Q|\psi\rangle$, linear in the basis error, so singular operators are rewritten with the eigenvalue equation $(p_1^2+p_2^2)\psi=2(e-V)\psi$. Squaring it,
\begin{equation}
\langle p_1^4+p_2^4\rangle=4\langle(e-V)^2\rangle-2\int\nabla_1^2\psi\,\nabla_2^2\psi .
\end{equation}
Next, $4\pi\delta(\mathbf r_1)=-(\nabla_1^2+\nabla_2^2)r_1^{-1}$; Green's theorem moves the Laplacians onto $\psi^2$, and $\nabla^2\psi^2=2\psi\nabla^2\psi+2|\nabla\psi|^2$:
\begin{equation}\label{glob}
4\pi\langle\delta(\mathbf r_1)\rangle=4\Big\langle\frac{e-V}{r_1}\Big\rangle-2\sum_k\int\frac{|\nabla_k\psi|^2}{r_1}.
\end{equation}
For $1/u$ both Laplacians give a delta function, so the left side becomes $8\pi\langle\delta(\mathbf u)\rangle$. In $b$ the direct value $\int\psi^2\delta(\mathbf u)$ is kept. Near $u=0$ the relative kinetic energy $-\nabla_u^2$ must cancel $\lambda/u$, which forces $\psi\propto1+\lambda u/2$. Since $p_1^2p_2^2u=\nabla^2(2/u)=-8\pi\delta(\mathbf u)$, the term $+p_1^2p_2^2/4$ in $b$ produces $-\lambda\pi\delta(\mathbf u)\psi$, which cancels the contact term in $Q\psi$. Both terms carry a factor $\lambda$ and $\delta\psi$ starts at order $\lambda$, so this cancellation acts on the error of $b$ at order $\lambda^2$. It leaves the error at order $\lambda$, which dominates at $Z=30$, and no gain over the global form is claimed there.

\subsection{The shared cells}

The subtraction in \eqref{EU} is valid only if rows and columns contain the same four numbers. Interpolating $e$ and $b$ at 13 Chebyshev nodes in $|\lambda|\le0.25$ and converting to powers gives
\begin{align}
e&=-1.0000000+0.6250000\lambda-0.1576663\lambda^2+0.0086987\lambda^3-\dots,\\
b&=-0.25000+0.48015\lambda-0.63652\lambda^2+0.45634\lambda^3-\dots
\end{align}
These are the values in the $\Omega=12$ basis, and the last digit of the higher coefficients is not converged. The program asserts agreement with the Dirac rows to $10^{-9}$, $10^{-8}$, $10^{-7}$ and $10^{-4}$ for the cells 00, 10, 01 and 11. For cell 11 the column exceeds the row by $6.9\times10^{-6}$. At $\lambda=0$ both gradients act on real product functions, $O=-\frac14\iint\partial_in_1M_{ij}\partial_jn_2=0$ by \eqref{M}, so $\lambda O$ starts at $\lambda^2$ and this comparison does not probe it; the kernel \eqref{M} is tested symbolically and $O$ against its form integrated by parts. The sum over states for $\varepsilon_{20}$ reproduces $-0.1576663$; it uses the same basis and so tests the interpolation, not the basis.

\subsection{Zn$^{28+}$}

With $1/\alpha=137.035999$, $x=0.21892058$ and $\gamma=0.97574268$. The rows are $d=-2/1.97574268=-1.01227757$ and $s=0.63637658+0.03195081\times0.38047384=0.648533$. At $\lambda=1/30$ the eigenvalue is $e=-0.979341530$, and \eqref{b} gives
\begin{equation}
b=-\frac{9.7315600}8+0.3112886\,\pi+\frac{0.0372765\,\pi-0.0025828}{30}=-0.234686 .
\end{equation}
These inputs are the $\Omega=12$ values. In a larger basis with logarithmic terms, $\langle p_1^4+p_2^4\rangle$ rises by $2.6\times10^{-6}$, $\langle\delta(\mathbf u)\rangle$ falls by $1.1\times10^{-6}$ and $b$ falls by $2\times10^{-7}$, which lowers $Z^2x^2b$ and $E_U$ by about $1\times10^{-5}$ hartree; six decimals are kept below only so that the arithmetic can be followed. Multiplication by $Z^2$, $Z^2x^2$, $Z^2$ and $Z$ gives the four energies quoted at the start. The shared cells are $-900$, $18.75$, $-10.783399$ and $0.690338$ hartree, with sum $-891.343061$. Writing each sum as two shared cells plus a remainder turns \eqref{EU} into one copy of the cells plus four remainders:
\begin{align}
Z^2e:\ &-881.407377+900-18.75=-0.157377,\nonumber\\
Z^2x^2b:\ &-10.122837+10.783399-0.690338=-0.029776,\nonumber\\
Z^2d:\ &-911.049813+900+10.783399=-0.266414,\nonumber\\
Zs:\ &\ 19.455991-18.75-0.690338=0.015653 .
\end{align}
The last two are $-0.266413$ and $0.015652$ before rounding of the inputs. The remainders total $-0.437914$, so
\begin{equation}
E_U=-891.343061-0.437914=-891.7810\ \text{hartree}=-24266.60\ \text{eV}.
\end{equation}
The Dirac $1s$ energy is $Z^2d/2=-455.524906$, and the ionization energy in this model is $891.780975-455.524906=436.2561$ hartree $=11871.13$ eV. A Schr\"odinger plus Breit--Pauli calculation would miss the two row remainders, $-0.2508$ hartree, and a Dirac calculation through one photon would miss the two column remainders, $-0.1872$ hartree. At $Z=30$ neither expansion alone reproduces $E_U$ to better than about $0.2$ hartree, two to three parts in $10^4$ of $|E_U|$. The output printed after this section lists these numbers.

\subsection{Error analysis}

\emph{Basis error.} Raising $\Omega$ from 10 to 12 changes $E_U$ by $-1.1\times10^{-5}$ hartree, which is an estimate of the remaining error and no bound. One contribution can be computed: $b$ contains the basis value of $\varepsilon_{11}$ while the exact value is subtracted, which leaves $Zx^2\times6.9\times10^{-6}\approx1.0\times10^{-5}$ hartree in $E_U$. The quantity defined by \eqref{EU} is thus known to about $10^{-5}$ hartree, or one part in $10^8$ of $|E_U|$.

\emph{Truncation of the grid.} The claim that the residual starts at $\lambda^2x^4$ can be tested on a model solvable to all orders in both parameters: Dirac--Hartree--Fock (DHF) with the Coulomb interaction only. Both electrons occupy one $\kappa=-1$ radial orbital $(P,Q)$. The transition density between the two spin labels vanishes as before, so $E/Z^2=2\langle h_D\rangle+\lambda R_0[\rho]$ with $\rho=P^2+Q^2$. Variation gives the local potential $V=-1/r+\lambda Y$, $Y=r^{-1}\int_0^r\rho+\int_r^\infty\rho/r'$, and $E/Z^2=2\epsilon-\lambda\int\rho Y$, because $2\epsilon$ counts the repulsion twice. Both components are expanded in the Drake--Goldman basis $r^\gamma e^{-r}L_n^{(2\gamma)}(2r)$ and iterated to self-consistency. The rows of the model are $d$ and $F_0$, with $\varepsilon_{11}^C$ in cell 11. Column 0 is the Hartree--Fock energy. That functional is stationary, so column 1 is the Coulomb part of the Pauli operator in the Hartree--Fock orbital, where $p^2\psi=2(\epsilon-V)\psi$:
\begin{equation}
b_{\rm HF}=-\langle(\epsilon-V)^2\rangle+\pi\langle\delta(\mathbf r)\rangle-\lambda\pi\int\frac{P^4}{4\pi r^2}\,dr .
\end{equation}
The scaled residual $\mathcal R=(E_{\rm DHF}-E_U^{\rm DHF})/Z^2$ is $-1.4003\times10^{-6}$ at $(\lambda,x)=(0.1,0.2)$, $-3.5626\times10^{-7}$ at $(0.05,0.2)$ and $-8.5034\times10^{-8}$ at $(0.1,0.1)$. The base-2 logarithms of the ratios are 1.975 and 4.042, tested against 2 and 4 within 0.2. The small departures are consistent with the neighbouring cells. The three values of $\mathcal R/\lambda^2x^4$ are $-0.08752$, $-0.08907$ and $-0.08503$. In the form $k_0+k_1\lambda+k_2x^2$, the differences give $k_1=0.00155/0.05=0.031$ and $k_2=-0.00249/0.03=-0.083$, and then $k_0=-0.0875-0.0031+0.0033=-0.0873$. At $\lambda=1/30$, $x^2=0.0479$ this predicts $-0.0873+0.0010-0.0040=-0.0903$, and the direct calculation gives $-0.0903$. In hartree the model energy is $-892.074287$ and the residual $-0.000207$, whereas leaving cell 11 counted twice would shift the unified value by $0.330892$.

The model lacks correlation and the magnetic interaction, so $k_0$ is not $\varepsilon_{22}$. The missing cell of the full problem is $\varepsilon_{22}\times0.0023$ hartree. If $|\varepsilon_{22}|$ lies between 0.1 and 1, which is a conjecture suggested by the model and by the neighbouring coefficients $\varepsilon_{12}=0.2196533$ and $\varepsilon_{21}\approx-0.6365$, the truncation error is $2\times10^{-4}$ to $2\times10^{-3}$ hartree, above the basis error. It grows as $Z^4$ in hartree and as $Z^2\alpha^4$ relative to $|E_U|$.

\emph{Layers outside the grid.} A nucleus of mass $M$ at total momentum zero adds $(\mathbf p_1+\mathbf p_2)^2/2M$. To first order in $m/M$ and without relativity the shift is $(m/M)Z^2(\langle T\rangle+\langle\mathbf p_1\cdot\mathbf p_2\rangle)$, and the virial theorem, which the program tests, gives $\langle T\rangle=-e$. For the rough value $M\approx64$ u this is $8.57\times10^{-6}\times900\times(0.9793+0.0043)=0.0076$ hartree. A nuclear charge $Z\rho_N$ of root-mean-square radius $R$ changes the potential by $\delta V$ with $\nabla^2\delta V=4\pi Z(\rho_N-\delta)$, in unscaled units. Since $\nabla^2r^2=6$ and $\delta V$ vanishes outside the nucleus, $\int\delta V=\frac16\int r^2\nabla^2\delta V=\frac{2\pi}3ZR^2$. Two electrons and the factor $Z^3$ from the scaled density give $\frac{4\pi}3Z^4R^2\langle\delta(\mathbf r_1)\rangle=0.0060$ hartree for the rough value $R\approx4$ fm. The one-electron form is tested against quadrature for a uniform sphere. It is nonrelativistic; the Dirac density varies as $r^{2\gamma-2}$ near the origin, and the first-order integral of $\delta V$ over the point-nucleus Dirac density is larger by a factor of about 1.4 at $Z=30$, so the size shift is nearer $0.008$ hartree.

The self-energy and vacuum polarization carry the prefactor $\alpha^3Z^4/\pi=0.10$ hartree, and two-electron terms from retardation and two-photon exchange carry $x^3=0.0105$ hartree, both with coefficients that include logarithms. These orders are stated without derivation, and the prefactors are scales, not values. The counting rule above was derived for the even powers of $x$ in the grid and does not carry over unchanged: these layers bring odd powers and logarithms of $x$, and the size shift also depends on the logarithm of the nuclear radius, through the factor $r^{2\gamma-2}$ in the Dirac density. The recoil and size shifts already exceed the conjectured range of the missing cell, and the radiative shift is $0.10$ hartree times a coefficient not computed here, which sums over two electrons and may be several units. Thus $-891.7810$ hartree is the value of \eqref{EU}, and it can differ from a measured energy by several tenths of a hartree until the radiative layer is added.

\section*{Numbers as computed}
\begin{verbatim}
Z = 30 
1/alpha = 137.035999 
x = Z alpha = 0.21892058 
gamma = 0.97574268 
hartree = 27.211386 eV
basis size (Omega=12) = 252 
column e: eps00..eps40 = -1.0000000 0.6250000 -0.1576663 0.0086987 -0.0008883
column b: eps01..eps31 = -0.25000 0.48015 -0.63652 0.45634
row d: eps00..eps02 = -1.0000000 -0.2500000 -0.1250000
row s: eps10..eps12 = 0.6250000 0.4801396 0.2196533
eps11 column minus row = 6.9e-06 
eps20 sum over states = -0.1576663 
eps11 Coulomb part = 0.2301396 
F0 = 0.63637658 
G1 = 0.38047384 
angular factor k=1 = 0.03195081 
s = 0.64853302 
d = -1.01227757 
e = -0.979341530 
b = -0.2346857 
scaled <p1^4+p2^4> = 9.7315600 
scaled <delta(r1)> = 0.3112886 
scaled <delta(u)> = 0.0372765 
scaled orbit-orbit = -0.0025828 
scaled <p1.p2> = 0.0043128 
Z^2 e = -881.407377 Eh
Z^2 x^2 b = -10.122837 Eh
Z^2 d = -911.049813 Eh
Z s = 19.455991 Eh
shared cell 00 = -900.000000 Eh
shared cell 10 = 18.750000 Eh
shared cell 01 = -10.783399 Eh
shared cell 11 = 0.690338 Eh
sum of four sums = -1783.124036 Eh
sum of shared cells = -891.343061 Eh
rest of column 0 (i>=2) = -0.157377 Eh
rest of column 1 (i>=2) = -0.029776 Eh
rest of row 0 (j>=2) = -0.266413 Eh
rest of row 1 (j>=2) = 0.015652 Eh
E_U = -891.780975 Eh
E_U = -24266.597 eV
Dirac 1s energy = -455.524906 Eh
ionization energy = 436.256069 Eh
ionization energy = 11871.132 eV
E_U change Omega 10 to 12 = -1.1e-05 Eh
DHF residual (lam,x)=(0.1,0.2) = -1.4003e-06 
DHF residual (0.05,0.2) = -3.5626e-07 
DHF residual (0.1,0.1) = -8.5034e-08 
exponents in lam, x = 1.975 4.042
DHF energy Z=30 = -892.074287 Eh
DHF minus unified = -0.000207 Eh
that residual / x^4 = -0.0903 Eh
error if cell 11 twice (DHF) = 0.330892 Eh
scales alpha^3 Z^4/pi, x^3, x^4 = 0.1002 0.0105 0.0023 Eh
rough inputs: M = 64 u, R = 4 fm, m/M = 8.57e-06
recoil size = 0.0076 Eh
nuclear size, leading = 0.0060 Eh
\end{verbatim}
